# Small-component norm of Dirac-Coulomb bound states and its strong-coupling limit: a program that tests the result

```python
"""
Result under test: for a bound electron in a point Coulomb field the norm of
the small component is P_S = (1 - E/(m c^2))/2, E including the rest energy.
As the coupling a = Z*alpha tends to 1 the limit depends on the state:
P_S -> (1 - s/sqrt(s^2+1))/2 with s = N + sqrt(kappa^2 - 1); 1/2 for 1s only.

Symbols (units hbar = c = 1, electron mass 1 unless 'mass' is given):
G, F   large and small radial functions, norm = integral of G^2 + F^2 dr
kappa  Dirac angular quantum number, N radial quantum number
gamma  sqrt(kappa^2 - a^2), power of r at the origin
lam    decay constant sqrt(mass^2 - E^2)
Lengths are in reduced Compton wavelengths, energies in m c^2.
"""
import math
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import fine_structure

R_START = 1e-9


def level_formula(a, kappa, N):
    gamma = math.sqrt(kappa**2 - a**2)
    return (N + gamma) / math.sqrt((N + gamma)**2 + a**2)


def integrate_both_sides(E, a, kappa, mass=1.0, smear=0.0):
    """Outward and inward solutions at a matching radius, in t = ln r.
    Components: G, F, integral G^2, integral F^2, integral (rV)'(G^2+F^2).
    smear > 0 replaces V = -a/r by -a(1 - exp(-r/smear))/r."""
    lam = math.sqrt(mass**2 - E**2)

    def rhs(t, y):
        r = math.exp(t)
        G, F = y[0], y[1]
        if smear > 0:
            damp = math.exp(-r / smear)
            rV, slope = -a * (1 - damp), -a / smear * damp
        else:
            rV, slope = -a, 0.0
        return [-kappa * G + (r * (E + mass) - rV) * F,
                kappa * F + (r * (mass - E) + rV) * G,
                r * G * G, r * F * F, r * slope * (G * G + F * F)]

    a0 = 0.0 if smear > 0 else a
    gamma = math.sqrt(kappa**2 - a0**2)
    G0, F0 = (gamma - kappa, -a0) if kappa < 0 else (a0, gamma + kappa)
    w = R_START / (2 * gamma + 1)
    t_match = math.log(1.5 / lam)
    opts = dict(method="DOP853", rtol=1e-10, atol=1e-13)
    out = solve_ivp(rhs, (math.log(R_START), t_match),
                    [G0, F0, w * G0**2, w * F0**2, 0.0], **opts)
    ratio = -math.sqrt((mass - E) / (mass + E))
    inn = solve_ivp(rhs, (math.log(35 / lam), t_match),
                    [1.0, ratio, -0.5 / lam, -0.5 * ratio**2 / lam, 0.0],
                    **opts)
    assert out.success and inn.success
    return out.y[:, -1], inn.y[:, -1]


def mismatch(E, *args):
    u, v = integrate_both_sides(E, *args)
    return u[0] * v[1] - u[1] * v[0]


def bound_state(window, *args):
    """Energy, small-component norm and mean of (rV)' by direct integration."""
    E = brentq(mismatch, window[0], window[1], args=args, xtol=1e-12)
    u, v = integrate_both_sides(E, *args)
    scale2 = (u[0]**2 + u[1]**2) / (v[0]**2 + v[1]**2)
    large, small, extra = u[2:] - scale2 * v[2:]
    return E, small / (large + small), extra / (large + small)


print("Energies in m c^2; lengths in reduced Compton wavelengths")

# Relation and levels for several states at a = 0.6
a = 0.6
print(f"coupling a = {a}")
cases = [("1s1/2", -1, 0, (0.70, 0.90)), ("2s1/2", -1, 1, (0.90, 0.965)),
         ("2p1/2", 1, 1, (0.90, 0.965)), ("2p3/2", -2, 0, (0.90, 0.965)),
         ("3p3/2", -2, 1, (0.965, 0.983))]
for name, kappa, N, window in cases:
    E, PS, _ = bound_state(window, a, kappa)
    assert abs(E - level_formula(a, kappa, N)) < 1e-7
    assert abs(PS - (1 - E) / 2) < 1e-7
    print(f"{name}: E = {E:.6f}, integrated P_S = {PS:.6f}, "
          f"(1-E)/2 = {(1 - E) / 2:.6f}")
    if name == "1s1/2":
        E_1s = E
print(f"1s energy with rest energy = {E_1s / fine_structure**2:.2f} hartree")
print(f"rest energy c^2 = {1 / fine_structure**2:.2f} hartree")

# No N = 0 state for kappa = +1: the mismatch never changes sign
signs = {np.sign(mismatch(E, a, 1)) for E in np.linspace(-0.9, 0.9, 13)}
assert len(signs) == 1

# Energy proportional to mass for the point charge
mass = 1.3
E_heavy = bound_state((0.70 * mass, 0.90 * mass), a, -1, mass)[0]
assert abs(E_heavy - mass * E_1s) < 1e-7
print(f"1s energy at mass {mass}: {E_heavy:.6f}, ratio to mass 1: "
      f"{E_heavy / E_1s:.6f}")

# Smeared charge: simple relation fails, general balance and dE/dm hold
b = 0.05
E, PS, extra = bound_state((0.70, 0.90), a, -1, 1.0, b)
beta_mean = 1 - 2 * PS
assert abs(PS - (1 - E) / 2) > 1e-4
assert abs(beta_mean - (E - extra)) < 1e-7
h = 0.003
E_up = bound_state((0.70, 0.90), a, -1, 1 + h, b)[0]
E_down = bound_state((0.70, 0.90), a, -1, 1 - h, b)[0]
slope = (E_up - E_down) / (2 * h)
assert abs(slope - beta_mean) < 1e-5  # finite-difference error of order h^2
print(f"smeared charge, length b = {b}: E = {E:.6f}, P_S = {PS:.6f}")
print(f"  (1-E)/2 = {(1 - E) / 2:.6f}, mean of (rV)' = {extra:.6f}")
print(f"  dE/dm = {slope:.5f}, mean beta = {beta_mean:.5f}, "
      f"E/m = {E:.5f}")

# Terminating series solutions, integrated by the trapezoid rule in ln r
t_grid = np.arange(-400.0, 9.0, 0.02)
r_grid = np.exp(t_grid)


def integral(values):
    return np.sum(values * r_grid) * 0.02


def series_state(a, kappa, N):
    gamma = math.sqrt(kappa**2 - a**2)
    E = level_formula(a, kappa, N)
    lam = math.sqrt(1 - E**2)
    first = [gamma - kappa, -a] if kappa < 0 else [a, gamma + kappa]
    coeffs = [np.array(first)]
    source = np.array([[lam, 1 + E], [1 - E, lam]])
    for k in range(1, N + 1):
        left = np.array([[k + gamma + kappa, -a], [a, k + gamma - kappa]])
        coeffs.append(np.linalg.solve(left, source @ coeffs[-1]))
    # the source of the next coefficient must vanish: the series stops
    assert np.max(np.abs(source @ coeffs[-1])) < 1e-10

    def radial(r):
        shape = r**gamma * np.exp(-lam * r)
        return [shape * sum(c[i] * r**k for k, c in enumerate(coeffs))
                for i in (0, 1)]
    return E, radial


# Identity between two different masses, for states with a node
m2 = 1.7
for name, kappa in (("2s1/2", -1), ("2p1/2", 1)):
    E, radial = series_state(a, kappa, 1)
    G1, F1 = radial(r_grid)
    G2, F2 = [math.sqrt(m2) * f for f in radial(m2 * r_grid)]
    norm = integral(G1**2 + F1**2)
    overlap = integral(G1 * G2 + F1 * F2) / norm
    beta_cross = integral(G1 * G2 - F1 * F2) / norm
    assert abs(overlap) > 0.05
    assert abs(E * overlap - beta_cross) < 1e-9
    print(f"{name}, masses 1 and {m2}: overlap = {overlap:.6f}, "
          f"beta element = {beta_cross:.6f}, E*overlap = {E * overlap:.6f}")

# Ground state on the way to a = 1: P_S finite, mean potential diverges
for a in (0.1, 0.3, 0.6, 0.9, 0.99, 0.999):
    E, radial = series_state(a, -1, 0)
    G, F = radial(r_grid)
    norm = integral(G**2 + F**2)
    PS = integral(F**2) / norm
    mean_pot = integral(a / r_grid * (G**2 + F**2)) / norm
    gamma = math.sqrt(1 - a**2)
    assert abs(PS - (1 - gamma) / 2) < 1e-9
    assert abs(mean_pot / (a**2 / gamma) - 1) < 1e-8
    print(f"1s, a = {a}: E = {E:.6f}, P_S = {PS:.6f}, "
          f"<a/r> = {mean_pot:.5f}, slope dP_S/da = {a / (2 * gamma):.4f}")
step = 1e-5
PS_side = []
for a_side in (0.9 - step, 0.9 + step):
    G, F = series_state(a_side, -1, 0)[1](r_grid)
    PS_side.append(integral(F**2) / integral(G**2 + F**2))
slope_numeric = (PS_side[1] - PS_side[0]) / (2 * step)
assert abs(slope_numeric - 0.9 / (2 * math.sqrt(1 - 0.81))) < 1e-6

# Weak coupling: P_S close to a^2/(4 n^2)
a = 0.05
for name, kappa, N in (("1s1/2", -1, 0), ("2s1/2", -1, 1), ("2p3/2", -2, 0)):
    G, F = series_state(a, kappa, N)[1](r_grid)
    PS = integral(F**2) / integral(G**2 + F**2)
    weak = a**2 / (4 * (N + abs(kappa))**2)
    assert abs(PS / weak - 1) < 2 * a**2
    print(f"{name}, a = {a}: P_S = {PS:.4e}, a^2/(4n^2) = {weak:.4e}")

# Direct integration at strong coupling
for a, window in ((0.9, (0.2, 0.7)), (0.999, (-0.3, 0.4))):
    E, PS, _ = bound_state(window, a, -1)
    assert abs(E - math.sqrt(1 - a**2)) < 1e-6
    assert abs(PS - (1 - E) / 2) < 1e-6
    print(f"1s by direct integration, a = {a}: E = {E:.6f}, P_S = {PS:.6f}")

# Limiting equation a = 1, solution without the logarithm at the origin
for name, kappa, N, window in (("1s1/2", -1, 0, (-0.3, 0.4)),
                               ("2s1/2", -1, 1, (0.5, 0.8)),
                               ("2p1/2", 1, 1, (0.5, 0.8)),
                               ("2p3/2", -2, 0, (0.8, 0.9))):
    E, PS, _ = bound_state(window, 1.0, kappa)
    s = N + math.sqrt(kappa**2 - 1)
    limit = (1 - s / math.sqrt(s**2 + 1)) / 2
    assert abs(PS - limit) < 1e-6
    assert abs(PS - (1 - E) / 2) < 1e-6
    print(f"{name}, a = 1: |E| = {abs(E):.5f}, integrated P_S = {PS:.5f}, "
          f"limit formula = {limit:.5f}")

print("checks complete")
```

Running it gives:

```
Energies in m c^2; lengths in reduced Compton wavelengths
coupling a = 0.6
1s1/2: E = 0.800000, integrated P_S = 0.100000, (1-E)/2 = 0.100000
2s1/2: E = 0.948683, integrated P_S = 0.025658, (1-E)/2 = 0.025658
2p1/2: E = 0.948683, integrated P_S = 0.025658, (1-E)/2 = 0.025658
2p3/2: E = 0.953939, integrated P_S = 0.023030, (1-E)/2 = 0.023030
3p3/2: E = 0.979369, integrated P_S = 0.010315, (1-E)/2 = 0.010315
1s energy with rest energy = 15023.09 hartree
rest energy c^2 = 18778.87 hartree
1s energy at mass 1.3: 1.040000, ratio to mass 1: 1.300000
smeared charge, length b = 0.05: E = 0.803478, P_S = 0.095761
  (1-E)/2 = 0.098261, mean of (rV)' = -0.004999
  dE/dm = 0.80848, mean beta = 0.80848, E/m = 0.80348
2s1/2, masses 1 and 1.7: overlap = 0.744740, beta element = 0.706522, E*overlap = 0.706522
2p1/2, masses 1 and 1.7: overlap = 0.861242, beta element = 0.817046, E*overlap = 0.817046
1s, a = 0.1: E = 0.994987, P_S = 0.002506, <a/r> = 0.01005, slope dP_S/da = 0.0503
1s, a = 0.3: E = 0.953939, P_S = 0.023030, <a/r> = 0.09435, slope dP_S/da = 0.1572
1s, a = 0.6: E = 0.800000, P_S = 0.100000, <a/r> = 0.45000, slope dP_S/da = 0.3750
1s, a = 0.9: E = 0.435890, P_S = 0.282055, <a/r> = 1.85827, slope dP_S/da = 1.0324
1s, a = 0.99: E = 0.141067, P_S = 0.429466, <a/r> = 6.94774, slope dP_S/da = 3.5090
1s, a = 0.999: E = 0.044710, P_S = 0.477645, <a/r> = 22.32156, slope dP_S/da = 11.1720
1s1/2, a = 0.05: P_S = 6.2539e-04, a^2/(4n^2) = 6.2500e-04
2s1/2, a = 0.05: P_S = 1.5637e-04, a^2/(4n^2) = 1.5625e-04
2p3/2, a = 0.05: P_S = 1.5627e-04, a^2/(4n^2) = 1.5625e-04
1s by direct integration, a = 0.9: E = 0.435890, P_S = 0.282055
1s by direct integration, a = 0.999: E = 0.044710, P_S = 0.477645
1s1/2, a = 1: |E| = 0.00000, integrated P_S = 0.50000, limit formula = 0.50000
2s1/2, a = 1: |E| = 0.70711, integrated P_S = 0.14645, limit formula = 0.14645
2p1/2, a = 1: |E| = 0.70711, integrated P_S = 0.14645, limit formula = 0.14645
2p3/2, a = 1: |E| = 0.86603, integrated P_S = 0.06699, limit formula = 0.06699
checks complete
```
